# Fine structure of helium 2 ³P and of heavier two-electron ions

**Q.** In helium 2 ³P I find J = 0 highest and J = 2 lowest, with intervals of roughly 29.6 and 2.3 GHz. Nuclear spin-orbit coupling for one p electron should put J = 0 lowest. Which other interactions compete with it?

**A.** Three magnetic effects of the second electron. I use atomic units, where \(c=1/\alpha\), a fixed nucleus and \(g=2\), so the moment of an electron is \(-\alpha\mathbf s\).

An electron moving in an electric field \(\mathbf E\) sees a magnetic field \(-\alpha\,\mathbf p\times\mathbf E\). Its energy is \(\alpha^2\mathbf s\cdot(\mathbf E\times\mathbf p)\), and the Thomas precession of its accelerated frame halves this. The nucleus gives \(\mathbf E=Z\mathbf r_i/r_i^3\); the other electron gives \(\mathbf E=-\mathbf r_{ij}/r_{ij}^3\), with \(\mathbf r_{ij}=\mathbf r_i-\mathbf r_j\).

The other electron is also a current. At electron \(i\) it makes the field \(\alpha\,\mathbf r_{ij}\times\mathbf p_j/r_{ij}^3\), with energy \(\alpha^2\mathbf s_i\cdot(\mathbf r_{ij}\times\mathbf p_j)/r_{ij}^3\). This is a true laboratory magnetic field, so there is no Thomas half. Exchanging the labels reverses \(\mathbf r_{ij}\), and the sum is

\[
H_{so}=\frac{Z\alpha^2}{2}\sum_i\frac{\mathbf l_i\cdot\mathbf s_i}{r_i^3}
-\frac{\alpha^2}{2}\sum_{i\ne j}\frac{\mathbf r_{ij}\times\mathbf p_i}{r_{ij}^3}\cdot(\mathbf s_i+2\mathbf s_j).
\]

The term with \(\mathbf s_i\) is own-orbit coupling, a screening of the nucleus. The term with \(2\mathbf s_j\) is spin-other-orbit coupling. The third effect is the dipole interaction of the two spins; with \(\mathbf r=\mathbf r_{12}\),

\[
H_{ss}=\alpha^2\left[\frac{\mathbf s_1\cdot\mathbf s_2}{r^3}-\frac{3(\mathbf s_1\cdot\mathbf r)(\mathbf s_2\cdot\mathbf r)}{r^5}\right].
\]

Its contact part drops out, because a triplet spatial function vanishes at \(\mathbf r=0\).

**Q.** How many independent numbers do these terms leave for my two intervals?

**A.** Two, to first order. Write \(\mathbf s_{1,2}=\tfrac12(\mathbf S\pm\mathbf d)\) with \(\mathbf d=\mathbf s_1-\mathbf s_2\). The operator \(\mathbf d\) is odd under spin exchange and has no matrix elements between triplet spin states. Hence \(\mathbf s_i\to\mathbf S/2\) and \(2\mathbf s_j\to\mathbf S\). Within \(L=1\) every vector operator is a multiple of \(\mathbf L\):

\[
\sum_i\frac{\mathbf l_i}{r_i^3}\to N\mathbf L,\qquad
\sum_{i\ne j}\frac{\mathbf r_{ij}\times\mathbf p_i}{r_{ij}^3}\to P\,\mathbf L .
\]

So \(H_{so}=A\,\mathbf L\cdot\mathbf S\), with nuclear, own-orbit and other-orbit parts in that order:

\[
A=\alpha^2\left[\frac{ZN}{4}-\frac P4-\frac P2\right].
\]

The values of \(X=\mathbf L\cdot\mathbf S=[J(J+1)-4]/2\) are \(-2,-1,1\) for \(J=0,1,2\).

For the spins let \(Q_{ij}=(r_ir_j-\delta_{ij}r^2/3)/r^5\), so that \(H_{ss}=-3\alpha^2\sum Q_{ij}s_{1i}s_{2j}\). Expanding \(S_iS_j+S_jS_i\), and using \(s_is_j+s_js_i=\delta_{ij}/2\) for each electron, gives

\[
s_{1i}s_{2j}+s_{1j}s_{2i}=\tfrac12(S_iS_j+S_jS_i)-\tfrac12\delta_{ij}.
\]

Since \(Q\) is symmetric and traceless, \(H_{ss}=-\tfrac32\alpha^2\sum Q_{ij}S_iS_j\).

Between Cartesian P states \(k,l\), symmetry leaves one constant \(q\):

\[
\langle k|Q_{ij}|l\rangle=q\left(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk}-\tfrac23\delta_{ij}\delta_{kl}\right).
\]

With \((L_i)_{kl}=-i\epsilon_{ikl}\), one has \((L_iL_j+L_jL_i)_{kl}=2\delta_{ij}\delta_{kl}-\delta_{ik}\delta_{jl}-\delta_{il}\delta_{jk}\). Therefore \(Q_{ij}=-q(L_iL_j+L_jL_i-\tfrac43\delta_{ij})\). Now \(\sum S_iS_jL_iL_j=X^2\), and the reversed order \(L_jL_i\) adds a commutator worth \(+X\). With \(S^2=2\),

\[
E_{ss}=\tfrac32\alpha^2q\left(2X^2+X-\tfrac83\right)=D\times(10,-5,1),\qquad D=\tfrac12\alpha^2q .
\]

The levels and intervals are

\[
E_0=-2A+10D,\quad E_1=-A-5D,\quad E_2=A+D,
\]
\[
E_0-E_1=-A+15D,\qquad E_1-E_2=-2A-6D .
\]

**Q.** Can I see the sign of \(A\) without a large calculation?

**A.** Yes, by shrinking the 1s electron to a point at the nucleus and ignoring exchange. Then \(\mathbf r_{12}\to\mathbf r_1\), the mean momentum of the 1s electron is zero, and \(N=P=\langle r^{-3}\rangle\) of the 2p orbital. For \(q\), set \(i=k\), \(j=l\) above and sum: the bracket gives \(9+3-2=10\). For a spatial state with Cartesian components \(\Phi_k\), each normalised to one third of \(\mathcal N=\int|\boldsymbol\Phi|^2\),

\[
q=\frac{3}{10\,\mathcal N}\int\frac{(\boldsymbol\Phi\cdot\mathbf r)^2-\Phi^2r^2/3}{r^5}.
\]

Here \(\boldsymbol\Phi\) is parallel to \(\mathbf r\), so \(q=\tfrac3{10}\cdot\tfrac23\langle r^{-3}\rangle=\tfrac15\langle r^{-3}\rangle\). Hence

\[
A=\frac{\alpha^2(Z-3)}4\langle r^{-3}\rangle,\qquad D=\frac{\alpha^2}{10}\langle r^{-3}\rangle,
\]
\[
E_0-E_1=\frac{\alpha^2(9-Z)}4\langle r^{-3}\rangle,\qquad
E_1-E_2=\frac{\alpha^2(9-5Z)}{10}\langle r^{-3}\rangle .
\]

Of the 3 in \(Z-3\), one unit is screening and two are other-orbit coupling. Screening alone would leave \(Z-1\), which is positive for helium.

For a hydrogenic 2p orbital of charge 1, \(\langle r^{-3}\rangle=1/24\), and \(\alpha^2\) Hartree is 350.38 GHz. The large interval is \(\tfrac74\times350.38/24=25.5\) GHz. The small one is \(-\tfrac1{10}\times350.38/24=-1.46\) GHz, which has the wrong sign.

**Q.** What does the point core miss?

**A.** First, the size of the 1s cloud. Let it have density \(\rho\) and enclosed charge \(Q(r)\). By Gauss's law the own-field term becomes \(Q\,\mathbf l/r^3\). The term with the 1s momentum contains \(\int(\mathbf r_{21}/r_{21}^3)\times\nabla_2\rho\), which vanishes on integration by parts because \(\mathbf r_{21}/r_{21}^3\) has no curl. So \(P=\langle Q/r^3\rangle\).

For the spins, \(3Q_{ij}\) is the traceless part of \(\partial_i\partial_j(1/r)\). Averaged over the cloud, it is the traceless part of \(\partial_i\partial_jV\), where \(V'=-Q/r^2\) and \(V''=2Q/r^3-4\pi\rho\). That part is \((\hat r_i\hat r_j-\delta_{ij}/3)(V''-V'/r)\), so

\[
q=\frac15\left\langle\frac{Q}{r^3}-\frac{4\pi\rho}{3}\right\rangle .
\]

Penetration thus reduces both \(P\) and \(q\). Second, there is exchange. I took one 1s and one 2p exponential, with the exponents (1.99 and 0.545) that minimise the energy of their antisymmetrised product. The same two orbitals serve in both columns, first with direct terms alone and then antisymmetrised (GHz):

| | direct | with exchange |
|---|---:|---:|
| nuclear | 9.43 | 9.43 |
| own-orbit | −3.75 | −5.41 |
| other-orbit | −7.51 | −10.82 |
| \(D\) | 1.33 | 1.50 |
| \(E_0-E_1\) | 21.83 | 29.32 |
| \(E_1-E_2\) | −4.34 | 4.58 |

The nuclear part is the same in both columns because its exchange term contains the overlap of 1s and 2p, which is zero. It is larger than the 7.30 GHz of the point core because the 2p exponent is 0.545 instead of 0.5, and \(\langle r^{-3}\rangle\) grows as its cube. With the orbitals held fixed, exchange makes \(A\) more negative by 4.96 GHz, which adds 9.92 GHz to \(E_1-E_2\). The rise of \(D\) by 0.17 GHz takes back 1.01 GHz. In this product model, exchange therefore gives the small interval its observed sign, but the value is about twice yours.

**Q.** Then what does a better wave function give?

**A.** I write the spatial state as \(\boldsymbol\Phi=\mathbf r_1F(r_1,r_2,r_{12})-\mathbf r_2F(r_2,r_1,r_{12})\). Here \(F\) is a sum of powers of the three distances times exponentials, and its coefficients minimise the nonrelativistic energy. One set of terms has an outer p electron; a second has an inner p electron and describes the polarised core. Inverting \(\langle k|V_m|l\rangle=-i\epsilon_{mkl}v\), with \(\mathbf p=-i\nabla\), gives for example

\[
N=\frac1{2\mathcal N}\sum_{mkl}\epsilon_{mkl}\int\Phi_k\sum_i\frac{(\mathbf r_i\times\nabla_i)_m}{r_i^3}\Phi_l ,
\]

and \(P\) follows in the same way from its own operator. With 91 terms the energy is −2.13316 Hartree, and

\[
A=12.14-6.02-12.05=-5.93\ \text{GHz},\qquad D=1.58\ \text{GHz}.
\]

The intervals are

\[
E_0-E_1=5.93+23.71=29.64\ \text{GHz},
\]
\[
E_1-E_2=11.86-9.48=2.38\ \text{GHz}.
\]

Going from 55 to 91 terms lowered each interval by about 0.06 GHz, and the values are still not converged. At the basis limit (energy −2.133164 Hartree) \(A=12.14-6.01-12.02=-5.89\) GHz and \(D=1.578\) GHz, and the intervals are 29.56 and 2.32 GHz, lower by 0.08 and 0.06 GHz. That matters little for the large interval, but it is almost 3 % of the small one. The helium numbers below are the 91-term ones unless marked otherwise. The anomalous moment, \(g=2(1+a)\), multiplies the nuclear and own-orbit terms by \(1+2a\), since the Thomas part does not scale with \(g\). It multiplies the other-orbit term by \(1+a\) and the spin-spin term by \((1+a)^2\). The intervals become 29.70 and 2.36 GHz with 91 terms, and 29.62 and 2.29 GHz at the basis limit. Nuclear recoil, other radiative terms and higher relativistic orders are left out.

**Q.** So the other-orbit and spin-spin terms together outweigh the nuclear term?

**A.** Yes for the large interval, where both act in the same direction. In the small interval they oppose each other: other-orbit coupling adds 24.10 GHz and spin-spin coupling takes back 9.48 GHz. The remaining 14.6 GHz is less than the bare nuclear term, −24.28 GHz, but it outweighs that term once own-orbit coupling has screened it to −12.23 GHz. Adding the terms one after another, with the same wave function, gives (GHz):

| kept | \(E_0-E_1\) | \(E_1-E_2\) |
|---|---:|---:|
| nuclear + own-orbit | −6.12 | −12.23 |
| the same + other-orbit | 5.93 | 11.86 |
| the same + spin-spin | 29.64 | 2.38 |

Added to the screened nuclear term, other-orbit coupling turns the normal multiplet into an inverted one with intervals in the ratio 1:2. Without the own-orbit screening it would only cancel the nuclear part of \(A\), leaving about 0.1 GHz (0.09 with 91 terms, 0.12 at the basis limit). Spin-spin coupling then pushes J = 0 far up, but it lowers J = 1 towards J = 2. It opposes the inversion of that pair and nearly cancels it. Your 2.3 GHz is small for this reason. It is sensitive to the wave function because two cancellations follow each other: \(A\) is itself a difference of larger nuclear and pair terms, and spin-spin coupling then removes most of what \(A\) contributes.

**Q.** How does the order become normal in heavier ions?

**A.** To leading order at large \(Z\) all lengths shrink as \(1/Z\). The pair terms then grow as \(Z^3\), and the nuclear term, with its extra factor \(Z\), as \(Z^4\). So \(A/D\) rises, and the level formulas give three crossings:

- \(E_2-E_1=2A+6D\) changes sign at \(A=-3D\).
- \(E_2-E_0=3A-9D\) changes sign at \(A=3D\).
- \(E_0-E_1=-A+15D\) changes sign at \(A=15D\).

The computed sequence, with intervals in GHz and the order of J read upwards, is

| Z | A/D | \(E_0-E_1\) | \(E_1-E_2\) | order |
|---:|---:|---:|---:|---|
| 2 | −3.75 | 29.6 | 2.4 | 2, 1, 0 |
| 3 | 0.0 | 156 | −62 | 1, 2, 0 |
| 4 | 4.03 | 347 | −444 | 1, 0, 2 |
| 6 | 12.3 | 380 | −4050 | 1, 0, 2 |
| 7 | 16.5 | −260 | −8700 | 0, 1, 2 |
| 10 | 29.1 | −9000 | −46400 | 0, 1, 2 |

All rows use 91 terms, and the last digit at low \(Z\) moves in a larger basis: helium goes to \(A/D=-3.73\) and 2.3 GHz, and the large interval to 155.5 GHz at \(Z=3\) and about 346 GHz at \(Z=4\). The orders do not change. Helium lies just below the first threshold, and the normal order is reached at \(Z=7\). The point core has \(A/D=2.5(Z-3)\). It finds the zero of \(A\) near \(Z=3\) correctly, but it puts helium at −2.5, on the wrong side of −3, and the last crossing at \(Z=9\). The computed \(A/D\) rises by about 4 per unit of charge, not 2.5, because for a given nuclear term \(D\) is only 0.60 to 0.65 of what the point core assumes.

**Q.** Is first order still enough at \(Z=10\)?

**A.** Not for J = 1, so the table includes its mixing with the nearest ¹P₁ level. Other relativistic corrections are left out for every J; for one electron at a bare nucleus of charge 10, the Dirac equation puts them at 0.3 % of the 2p splitting. The same fraction of the nuclear term here would be about 100 GHz in \(E_0-E_1\), or 1 % of that interval, and about 200 GHz in \(E_1-E_2\), so the third digit of −46400 is not settled. The anomalous moment is also left out of the table; at \(Z=10\) it adds about −30 GHz to \(E_0-E_1\) and −120 GHz to \(E_1-E_2\). The parts of \(H_{so}\) containing \(\mathbf d\) act as \(m\,\mathbf L\cdot\mathbf d\), where \(m\) is the coefficient of \(\mathbf L\), between the singlet and triplet spatial states, in

\[
\frac{\alpha^2}{4}\left[Z\left(\frac{\mathbf l_1}{r_1^3}-\frac{\mathbf l_2}{r_2^3}\right)+\frac{\mathbf r_{12}\times(\mathbf p_1+\mathbf p_2)}{r_{12}^3}\right].
\]

In the spin singlet \(\mathbf d^2=2(s_1^2+s_2^2)-S^2=3\), so \(\langle d_id_j\rangle=\delta_{ij}\). The squared length of \(\mathbf L\cdot\mathbf d\) acting on ¹P₁ is then \(L^2=2\), and the matrix element is \(\sqrt2\,m\). For a singlet-triplet gap \(\Delta\), the two-level problem lowers ³P₁ by

\[
\sqrt{\Delta^2/4+2m^2}-\Delta/2 .
\]

This is 0.005 GHz in helium, 77 GHz at \(Z=7\) and 1010 GHz at \(Z=10\), where it is 11 % of the J = 0 to 1 interval. Here \(\Delta\) is the nonrelativistic gap; including the first-order shift of ³P₁ in it turns 1010 into 996 GHz, so that value is uncertain by at least 1 %. The mixing delays the last crossing, but not past \(Z=7\). To leading order \(m\) grows as \(Z^4\) and \(\Delta\) as \(Z\). At still higher charge \(m\) becomes comparable with \(\Delta\), and a description by one \(A\) and one \(D\) fails. The remaining charges and the basis comparisons are in the numerical output below.

## Values computed for the example and the checks

```
alpha^2 * Hartree / h = 350.3771 GHz
HELIUM 2 3P, correlated function, 91 terms
energy -2.1331615 Hartree, V/T = -2.000010
energy with 55 terms -2.1331556 Hartree
energy without inner-p terms -2.1331523 Hartree
A nuclear        12.140 GHz
A own-orbit      -6.024 GHz
A other-orbit   -12.048 GHz
A total          -5.932 GHz
D spin-spin       1.581 GHz
Helium intervals in GHz:         E0-E1     E1-E2
all terms, first order          29.642     2.380
same, smaller basis             29.704     2.439
same, no inner-p basis terms    29.596     2.421
with anomalous moment           29.697     2.357
without other-orbit             17.594   -21.716
without spin-spin                5.932    11.864
nuclear + own-orbit only        -6.116   -12.232
spin-spin only                  23.710    -9.484
point core, 2p of charge 1      25.548    -1.460
product, direct terms only      21.829    -4.336
product, antisymmetrised        29.318     4.575
best product: exponents 2p 0.5446, 1s 1.9912 per bohr
best product: energy -2.130691 Hartree
product direct: nuc 9.431, own -3.754, other -7.508, D 1.333 GHz
product antisym.: nuc 9.431, own -5.408, other -10.816, D 1.502 GHz
SEQUENCE, constants in GHz (A/D is a pure number)
 Z  A nuclear  A own-orb  A oth-orb    A total          D     A/D
 2      12.14      -6.02     -12.05      -5.93       1.58   -3.75
 3     126.05     -42.05     -84.11      -0.11      10.37   -0.01
 4     518.99    -130.66    -261.32     127.00      31.49    4.03
 5    1455.28    -294.34    -588.68     572.26      70.12    8.16
 6    3286.90    -555.65   -1111.31    1619.94     131.44   12.32
 7    6453.42    -937.18   -1874.37    3641.87     220.64   16.51
 8   11482.03   -1461.52   -2923.03    7097.48     342.91   20.70
10   29672.15   -3028.93   -6057.86   20585.35     707.42   29.10
SEQUENCE, intervals in GHz with 1P1 mixing; J order upwards
 Z       E0-E1       E1-E2   3P1 lowered   J order
 2       29.65        2.38        0.0047   2<1<0
 3      155.74      -62.11        0.1339   1<2<0
 4      346.58     -444.17        1.2269   1<0<2
 5      486.06    -1571.76        6.5198   1<0<2
 6      376.66    -4053.50       24.9898   1<0<2
 7     -255.30    -8684.55       76.9648   0<1<2
 8    -1751.23   -16455.01      202.5884   0<1<2
10    -8964.21   -46425.05     1009.8220   0<1<2
```
